# Why Diffusion Overestimates the Earliest Spread of Slow Electrons

An extreme-ultraviolet photon absorbed in a polymer resist frees an electron, which frees others in turn. Some of these end up with a few electronvolts of energy. Such an electron wanders among the molecules, changing direction at each collision, until a molecule captures it and perhaps reacts. The distance between release and capture blurs the printed pattern. How does that distance grow with time?

A familiar answer is that the electron diffuses, so that its mean-square displacement is

$$\langle r^2\rangle = 6Dt \qquad\text{(three dimensions)},$$

with $D$ the diffusion coefficient. The belief examined here is that this law holds from the first instant. For an electron of constant speed it does not: the growth begins as $t^2$, and the linear law overestimates the earliest spread by a factor that has no upper limit as $t\to0$.

## Why the linear law tempts

The case for it is a good one. Let an electron of speed $v$ make straight flights, with a constant chance per unit time of a collision that sends it in a random direction. If the mean flight time is $\tau$, the flight lengths $s$ are exponentially distributed with mean $l=v\tau$, and

$$\langle s^2\rangle=\int_0^\infty s^2\,\frac{e^{-s/l}}{l}\,ds=2l^2 .$$

After $N$ complete flights the displacement is the sum of $N$ independent vectors. The cross terms average to zero because the directions are unrelated, so the mean square is $2Nl^2$. Putting $N=t/\tau$ gives $2l^2t/\tau=2v^2\tau t$. This is $6Dt$ with $D=v^2\tau/3$, the correct diffusion coefficient.

The weak step is $N=t/\tau$. The sum counts complete flights, whereas a clock stops the electron in the middle of one. When $t\ll\tau$, most electrons have not yet collided. Each of these has moved a distance $vt$, and its squared displacement is $v^2t^2$. The argument replaces this by a small average number of full-length flights, although no flight longer than $vt$ fits into the time available.

## How an electron forgets its direction

A treatment valid at all times needs the velocity correlation, the average of $\mathbf v(a)\cdot\mathbf v(b)$ over many electrons. I assume elastic collisions, so that $v$ is constant, a constant collision rate $\nu$, a uniform medium and no force between collisions.

Let $g$ be the mean cosine of the scattering angle. Scattering is taken to be symmetric about the old direction, so the sideways parts of the new direction average to zero and its mean is $g$ times the old direction. After $n$ collisions the mean is $g^n$ times the original. In a time $s$ the number of collisions has a Poisson distribution, and therefore

$$\frac{\langle\mathbf v(b+s)\cdot\mathbf v(b)\rangle}{v^2}
=\sum_{n=0}^{\infty}g^n\,\frac{(\nu s)^n}{n!}e^{-\nu s}
=e^{g\nu s}e^{-\nu s}=e^{-s/\tau},$$

$$\tau=\frac{1}{(1-g)\nu}.$$

This $\tau$ is the transport time, and $l=v\tau$ is the transport mean free path. For isotropic scattering, $g=0$, they reduce to the mean flight time and length used above. Forward-peaked scattering has $g>0$, and several collisions are then needed to erase the direction.

## The displacement at any time

Measure $\mathbf r$ from the starting point, so that $\mathbf r(t)=\int_0^t\mathbf v(a)\,da$. The mean-square displacement is

$$M(t)=\langle\mathbf r\cdot\mathbf r\rangle=\int_0^t\!da\int_0^t\!db\;\langle\mathbf v(a)\cdot\mathbf v(b)\rangle .$$

The integrand is unchanged when $a$ and $b$ are exchanged. The square of integration therefore consists of two equal triangles, and we may take twice the one with $b<a$:

$$M(t)=2v^2\int_0^t\!da\int_0^a\!db\;e^{-(a-b)/\tau}.$$

The inner integral is

$$\int_0^a e^{-(a-b)/\tau}\,db=\tau\left(1-e^{-a/\tau}\right),$$

and the outer one then gives

$$M(t)=2v^2\tau\int_0^t\left(1-e^{-a/\tau}\right)da
=2v^2\tau\left[t-\tau\left(1-e^{-t/\tau}\right)\right].$$

With $l=v\tau$ this is

$$\boxed{M(t)=2l^2\left(\frac t\tau-1+e^{-t/\tau}\right)}$$

**Early times.** Write $x=t/\tau$ and expand $e^{-x}=1-x+x^2/2-x^3/6+\dots$. The constant and linear terms cancel, leaving

$$M=2l^2\left(\frac{x^2}{2}-\frac{x^3}{6}+\dots\right)=v^2t^2\left(1-\frac{t}{3\tau}+\dots\right).$$

The leading term is straight flight. The first correction is negative because collisions turn some electrons aside.

**Late times.** When $t\gg\tau$ the exponential is negligible. Since $2l^2=2v^2\tau^2=6D\tau$,

$$M\simeq 2l^2\left(\frac t\tau-1\right)=6D(t-\tau).$$

The late growth is linear with the expected slope, but the line meets the time axis at $t=\tau$ instead of at zero. The slope at any time is

$$\frac{dM}{dt}=2v^2\tau\left(1-e^{-t/\tau}\right)=6D\left(1-e^{-t/\tau}\right).$$

At $t=4\tau$ it is within 2% of $6D$. A fit to the late slope thus yields the right $D$, while the line $6Dt$ drawn from the origin with that $D$ still lies too high.

**Vanishing memory.** Written with $D$, the result is $M=6D[t-\tau(1-e^{-t/\tau})]$. If $\tau\to0$ at fixed $D$, then $M\to6Dt$ at every $t>0$. But fixed $D=v^2\tau/3$ then requires $v\to\infty$. Within this model, a law that is linear from the first instant describes electrons of unlimited speed.

## In what sense diffusion overestimates

Subtracting $M$ from $6Dt=2l^2t/\tau$ gives the excess

$$6Dt-M=2l^2\left(1-e^{-t/\tau}\right).$$

It is positive for all $t>0$, so in this model the linear law is too large at every later time as well. The excess starts at zero and rises towards $2l^2$. In absolute terms the error is smallest at the start.

The relative error behaves the other way. From the same expressions,

$$\frac{M}{6Dt}=1-\frac{1-e^{-x}}{x}=1-\int_0^1e^{-xu}\,du .$$

The last integral falls steadily from 1 to 0 as $x$ grows. Hence $6Dt/M$ falls steadily from infinity towards 1, and at early times it is close to $2v^2\tau t/(v^2t^2)=2\tau/t$. The statement that diffusion overestimates the earliest spread is a statement about this ratio.

There is also a plain contradiction at early times. No electron can be farther from its start than $vt$, yet the diffusive root-mean-square (rms) distance is $\sqrt{2v^2\tau t}$. It exceeds $vt$ when $2v^2\tau t>v^2t^2$, that is, when $t<2\tau$. During that interval the linear law gives an rms distance beyond the reach of the fastest possible path.

## Numbers for a slow electron in a resist

Take a kinetic energy of 4 eV, the free-electron mass $m$ and $l=1$ nm. These are rough, round values. The speed follows from $E=mv^2/2$:

$$v=\sqrt{2E/m}=1.186\ \text{nm/fs},\qquad \tau=\frac lv=\frac{1}{1.186}\ \text{fs}=0.843\ \text{fs},$$

$$D=\frac{v^2\tau}{3}=\frac{vl}{3}=\frac{1.186\times1}{3}\ \text{nm}^2/\text{fs}=0.395\ \text{nm}^2/\text{fs},$$

or 3.95 cm²/s. With $l=1$ nm, $M=2(x-1+e^{-x})$ nm² and $6Dt=2x$ nm². At $t=\tau$, for instance, $M=2e^{-1}=0.736$ nm², against 2 nm² from diffusion.

| $t/\tau$ | $M$ (nm²) | $6Dt$ (nm²) | ratio |
|---|---|---|---|
| 0.1 | 0.00967 | 0.200 | 20.7 |
| 1 | 0.736 | 2.00 | 2.72 |
| 4 | 6.04 | 8.00 | 1.33 |
| 11 | 20.0 | 22.0 | 1.10 |

In the first row the diffusive rms distance is 0.447 nm, although the electron has travelled only 0.100 nm. The contradiction lasts until $2\tau=1.69$ fs. The last row marks where the overestimate has dropped to 10% of $M$. Setting $x=1.1(x-1+e^{-x})$ gives $x=11(1-e^{-x})$, whose positive solution is $x=11.00$, or 9.27 fs. By then the rms distance is 4.47 nm, so the approach to diffusion takes up a length that matters for nanometre patterning.

A simulation that followed 60,000 electrons from collision to collision tested the formula at these four times. One run had isotropic scattering and another had forward-peaked scattering with $g=0.5$, both at the same transport time. At $11\tau$ they gave 20.09 and 20.01 nm², against 20.00 nm² from the formula. The agreement at all four times was within 0.5%.

## What remains of the error after capture

A resist does not record $M$ at a chosen time. It records where electrons stop. Suppose that capture happens at a constant rate $k$, independent of position and direction. Capture times then have the distribution $ke^{-kt}$, and the mean-square trapping distance is

$$\langle r^2\rangle_{\rm trap}=\int_0^\infty ke^{-kt}M(t)\,dt .$$

Two averages are needed:

$$\int_0^\infty ke^{-kt}\,\frac t\tau\,dt=\frac1{k\tau},\qquad
\int_0^\infty ke^{-kt}e^{-t/\tau}\,dt=\frac{k}{k+1/\tau}=\frac{k\tau}{1+k\tau}.$$

Because $-1+k\tau/(1+k\tau)=-1/(1+k\tau)$,

$$\langle r^2\rangle_{\rm trap}=2l^2\left[\frac1{k\tau}-\frac1{1+k\tau}\right]=\frac{2l^2}{k\tau(1+k\tau)} .$$

Diffusion keeps only the first average and gives $2l^2/(k\tau)$, which is too large by the factor $1+k\tau$. For slow capture, $k\tau\ll1$, the error disappears. For fast capture, $k\tau\gg1$, the correct result tends to $2l^2/(k\tau)^2=2v^2/k^2$. This is the average of $v^2t^2$ over the capture times, as it must be when electrons are caught before they collide.

In the example, let the mean path before capture be 4 nm, so that $k\tau=1/4$. Then

$$\langle r^2\rangle_{\rm trap}=\frac{2}{0.25\times1.25}\ \text{nm}^2=6.40\ \text{nm}^2,$$

while diffusion gives $2/0.25=8.00$ nm². The simulation with isotropic scattering gave 6.45 nm². The rms distances are 2.53 nm and 2.83 nm. The overestimate of the mean square, a factor of 20.7 at $0.1\tau$, has shrunk to a factor of 1.25 after capture, or 12% in the rms distance, because electrons captured later than $\tau$, when the linear law is much closer, supply 99% of the mean square.

## Which spread, and which correlation

Here "spread" has meant the mean-square distance from the starting point. If all electrons leave in one direction, one may prefer the variance about their moving mean position. The mean displacement along that direction is

$$\int_0^t ve^{-a/\tau}\,da=l\left(1-e^{-t/\tau}\right),$$

whose square is $l^2(x-x^2/2+\dots)^2=l^2(x^2-x^3+\dots)$. Subtracting it from $M=l^2(x^2-x^3/3+\dots)$ leaves

$$\text{variance}=\frac23\,l^2\left(\frac t\tau\right)^3+\dots$$

The cloud moves off almost as one. Its variance begins as $t^3$, and its width, the square root, as $t^{3/2}$. If the electrons leave equally in all directions, the mean displacement is zero and the variance is $M$ itself.

The exponential can also be relaxed. For a correlation $C(s)$ that depends only on the time difference $s$, each $s$ occurs in the triangle over a length $t-s$, so

$$M=2\int_0^t(t-s)\,C(s)\,ds .$$

If $C$ is continuous at $s=0$ with $C(0)=\langle v^2\rangle$ finite, the start is $M\simeq\langle v^2\rangle t^2$. The quadratic start therefore does not depend on the exponential form. The sign of the later error is less general. When $6D=2\int_0^\infty C\,ds$ exists,

$$6Dt-M=2\int_0^t sC(s)\,ds+2t\int_t^\infty C(s)\,ds .$$

This is positive if $C$ is positive throughout. Backward scattering alone, $g<0$, does not change this in the model above, where $C=v^2e^{-(1-g)\nu s}$ stays positive. If collisions have a memory, so that $C$ becomes negative over some range of $s$, the late excess changes sign when $\int_0^\infty sC\,ds$ is negative.

## How far a real resist departs from the model

The energy, the transport mean free path and the capture path are rough values for a slow electron in a polymer; mean free paths at such energies are poorly known. The model leaves out several effects, which can be sized for the same numbers.

The largest concerns capture. A constant capture rate is a convenience, and a real molecule may capture mainly slower electrons. Suppose that the electron loses 0.05 eV per nanometre to molecular vibrations, again a rough value, and is captured only at 1 eV. With no other force or loss, its path is then $(4-1)/0.05=60$ nm. At fixed $l$ the collisions are set by path length, so $M$ follows from the same formula with $t/\tau$ replaced by path$/l$. This gives $\sqrt{2\times59}=10.9$ nm, about four times the earlier rms distance. Diffusion is then nearly right provided that $D=vl/3$ follows the falling speed: $6\int D\,dt$ equals $2l$ times the path, a mean square too large by the factor $60/59=1.017$. With $D$ held at its starting value it is not. A constant loss per unit path makes the speed fall linearly in time, here to half, so the mean speed is $0.75\,v$ and the 60 nm take $80\,l/v$; $6Dt$ is then 160 nm² against 118 nm², too large by a factor of 1.36. Whether the early-time error matters in a resist thus depends on how soon capture occurs.

The electron also leaves a positive ion behind. A second simulation included its attraction, with a relative permittivity of 2.5 and the charge softened over 0.5 nm, which makes a well 1.15 eV deep. The electrons started at the centre of this well with a kinetic energy of 4 eV. The collision and capture paths were held fixed. The pull multiplied $M$ by 0.93 at $\tau$ and by 0.86 at $11\tau$, but the mean-square trapping distance by 0.99. Energy conservation accounts for most of the slower spread: far from the ion the electron keeps only $4-1.15=2.85$ eV, so its speed is lower by the factor $\sqrt{2.85/4}=0.84$ and it covers less path in a given time. Capture in this simulation depends on the path covered and not on the time taken, so this slowing does not by itself alter where the electron is caught. It does matter if capture waits until the electron has slowed to 1 eV. Climbing out of the well then uses up part of the energy, the path shortens from 60 nm to about $(2.85-1)/0.05=37$ nm, and the rms distance falls from 10.9 nm to about 8.5 nm. Vibrational loss alone gave factors of 0.99, 0.97 and 1.00. Sampling noise in these factors is about 0.01.

Finally, the picture of a classical path is marginal here. The electron's wavelength is 0.613 nm, not much below $l$, and the energy width $\hbar/\tau=0.78$ eV is a fifth of the kinetic energy. The displacement of 0.1 nm at $0.1\tau$ should not be imagined as a resolved trajectory. The quadratic start itself does not rest on that picture. In quantum mechanics the position operator obeys $\mathbf r(t)-\mathbf r(0)=\mathbf p\,t/m+\dots$ for small $t$ in a smooth potential, so the mean square again begins as $\langle p^2\rangle t^2/m^2$. The thermal energy at 300 K, 0.039 eV, is about 1% of the electron's energy and hardly affects its initial speed.

For work with resists, using $6Dt$ requires that the path before capture be many transport mean free paths long, and, if the electron slows on the way, that $Dt$ be replaced by $\int D\,dt$. With a constant capture rate the error in the mean-square distance is the fraction $k\tau$ of the correct value, so an accuracy of 10% requires a mean capture path of at least $10\,l$. The remaining values are listed in the numerical output below.

## Table of computed values

```
kinetic energy                        4.0 eV
transport mean free path l            1.0 nm
mean path before capture              4.0 nm
speed v                               1.186 nm/fs
transport time tau                    0.843 fs
diffusion coefficient D               0.395 nm^2/fs
diffusion coefficient D               3.95 cm^2/s
t/tau | t (fs) | true MSD | 6Dt | excess (nm^2) | ratio 6Dt/MSD
  0.1 |  0.084 |  0.00967 |   0.200 | 0.1903 | 20.672
  1.0 |  0.843 |  0.73576 |   2.000 | 1.2642 |  2.718
  4.0 |  3.372 |  6.03663 |   8.000 | 1.9634 |  1.325
 11.0 |  9.273 | 20.00003 |  22.000 | 2.0000 |  1.100
t/tau | rms true (nm) | rms diffusion (nm) | v t (nm)
  0.1 | 0.0984 | 0.4472 |  0.100
  1.0 | 0.8578 | 1.4142 |  1.000
  4.0 | 2.4570 | 2.8284 |  4.000
 11.0 | 4.4721 | 4.6904 | 11.000
t/tau | simulated MSD, g = 0 | simulated MSD, g = 0.5 (nm^2)
  0.1 |  0.00967 |  0.00967
  1.0 |  0.73516 |  0.73582
  4.0 |  6.04131 |  6.03744
 11.0 | 20.09330 | 20.00838
diffusive rms exceeds v t until       1.686 fs
overestimate down to 10% at t/tau     11.00
overestimate down to 10% at t         9.27 fs
k tau                                 0.250
mean time before capture 1/k          3.372 fs
trapping mean square, true            6.400 nm^2
trapping mean square, diffusion       8.000 nm^2
trapping mean square, simulated g=0   6.45 nm^2
trapping rms, true                    2.530 nm
trapping rms, diffusion               2.828 nm
NEGLECTED EFFECTS
relative permittivity                 2.5
softening radius of ion               0.5 nm
depth of ion's attraction             1.15 eV
vibrational loss per path             0.05 eV/nm
factor on MSD at tau | MSD at 11 tau | trapping mean square
ion pull     0.93 | 0.86 | 0.99
energy loss  0.99 | 0.97 | 1.00
path if capture waits for 1 eV       60 nm
rms distance for that path            10.9 nm
ratio diffusion/true for that path    1.017
electron wavelength                   0.613 nm
energy width hbar/tau                 0.78 eV
thermal energy 3kT/2 at 300 K         0.039 eV
```
